\section*{Smoluchowski and Collins-Kimball rates for reactions limited by diffusion}

\section*{The model and the equation}

\textbf{Q.} Diffusion is a motion, not a reaction. What would a rate coefficient of diffusion even mean?

\textbf{A.} Take one fixed sphere A of radius $R$ in a liquid, surrounded by point particles B. The B particles move independently with diffusion coefficient $D$, feel no force from A, and at $t=0$ are spread uniformly with number density $c_0$ over all $r>R$. A reaction can happen when a B reaches $r=R$. Let $I(t)$ be the average number of B per unit time that arrive and react, without A being used up. I define
\begin{equation}
k(t)=\frac{I(t)}{c_0},
\end{equation}
a volume per time. Whether this belongs in a rate law must still be shown.

\textbf{Q.} Then I need the density near the sphere. What fixes it?

\textbf{A.} Fick's law and conservation of particles. The density $c(r,t)$ depends on the distance alone, by symmetry. The outward flux per area is $-D\,\partial c/\partial r$, so the inward current through a sphere of radius $r$ is $4\pi r^2D\,\partial c/\partial r$. A shell between $r$ and $r+dr$ holds $4\pi r^2c\,dr$ particles. It gains the inward current at $r+dr$ and loses that at $r$:
\begin{equation}
4\pi r^2\frac{\partial c}{\partial t}\,dr
=4\pi D\,\frac{\partial}{\partial r}\!\left(r^2\frac{\partial c}{\partial r}\right)dr .
\end{equation}
Dividing by $4\pi r^2dr$ gives
\begin{equation}
\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\!\left(r^2\frac{\partial c}{\partial r}\right).
\label{eq:diff}
\end{equation}

\textbf{Q.} Real A molecules move too.

\textbf{A.} For one pair, follow the separation. Along each axis the displacements of A and B in time $t$ are independent, with variances $2D_At$ and $2D_Bt$. The variance of their difference is the sum, $2(D_A+D_B)t$, so the separation diffuses with $D=D_A+D_B$. In a real liquid this independence fails near contact, where the solvent couples the two motions and slows the approach. Continuum hydrodynamic estimates for spheres of radii $0.3$ and $0.2$ nm lower the steady rate by roughly 25 to 45 percent, depending on the approximation and the boundary condition. This effect is left out below. With many B around one moving A, every separation contains the same displacement of A. The separations are then correlated. The average current is a sum over pairs and is not changed by this, but the chance that A escapes all of them, computed below for independent particles, is then an approximation. For a fixed A this difficulty is absent.

\section*{A surface that always reacts}

\textbf{Q.} Suppose every contact reacts. Can you solve the spherical equation without quoting a solution?

\textbf{A.} Yes. Every arriving B disappears, so $c(R,t)=0$ for $t>0$. Far away $c\to c_0$. Measure the depletion by $w$, defined through
\begin{equation}
c=c_0\left(1-\frac{w}{r}\right),\qquad x=r-R .
\label{eq:w}
\end{equation}
Differentiating, and using $\partial/\partial r=\partial/\partial x$,
\begin{align}
\frac{\partial c}{\partial r}&=c_0\left(\frac{w}{r^2}-\frac1r\frac{\partial w}{\partial x}\right),
\label{eq:grad}\\
\frac{\partial}{\partial r}\!\left(r^2\frac{\partial c}{\partial r}\right)
&=c_0\frac{\partial}{\partial r}\!\left(w-r\frac{\partial w}{\partial x}\right)
=-c_0\,r\,\frac{\partial^2w}{\partial x^2},
\end{align}
because the two first derivatives of $w$ cancel. The left side of \eqref{eq:diff} is $-(c_0/r)\,\partial w/\partial t$. Multiplying both sides by $-r/c_0$ leaves
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2},\qquad x>0 .
\label{eq:line}
\end{equation}
The uniform start means $w(x,0)=0$, and $c(R,t)=0$ means $w(0,t)=R$.

\textbf{Q.} You still have a partial differential equation.

\textbf{A.} On the half line these data contain no length against which to measure $x$; $R$ enters as the height of $w$. So try $w=Rf(\eta)$ with $\eta=x/\sqrt{4Dt}$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/\sqrt{4Dt}$, equation \eqref{eq:line} becomes
\begin{equation}
-\frac{\eta}{2t}f'=\frac{D}{4Dt}f''
\quad\Longrightarrow\quad f''=-2\eta f' .
\end{equation}
Hence $f'$ is proportional to $e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$, with $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, give
\begin{equation}
f(\eta)=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds=\operatorname{erfc}(\eta).
\end{equation}
Therefore
\begin{equation}
\frac{c}{c_0}=1-\frac Rr\operatorname{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).
\label{eq:profile}
\end{equation}

\textbf{Q.} You guessed a form. Might another solution exist?

\textbf{A.} Not one that stays bounded, as a density between $0$ and $c_0$ must, and decays rapidly at large $x$. The difference $\delta$ of two solutions is zero at $t=0$ and at $x=0$. Multiplying its equation by $2\delta$ and integrating by parts,
\begin{equation}
\frac{d}{dt}\int_0^\infty\delta^2dx=-2D\int_0^\infty\left(\frac{\partial\delta}{\partial x}\right)^2dx\le0 .
\end{equation}
For such a $\delta$ the integral starts at zero and cannot become negative, so $\delta=0$. Some such condition is needed. The function $x\,t^{-3/2}e^{-x^2/(4Dt)}$ also solves \eqref{eq:line}, vanishes at $x=0$, tends to zero as $t\to0$ at each $x>0$, and decays at large $x$. But its peak grows as $1/t$ when $t\to0$, and the integral of its square, proportional to $t^{-3/2}$, does not start at zero.

\textbf{Q.} And the rate?

\textbf{A.} It is the inward current at $r=R$ divided by $c_0$. From $f'(0)=-2/\sqrt\pi$,
\begin{equation}
\left.\frac{\partial w}{\partial x}\right|_{0}
=-\frac{2R}{\sqrt\pi\sqrt{4Dt}}=-\frac{R}{\sqrt{\pi Dt}} .
\label{eq:slope}
\end{equation}
Put this and $w=R$ into \eqref{eq:grad}:
\begin{align}
k(t)&=4\pi R^2D\left(\frac1R+\frac1{\sqrt{\pi Dt}}\right)\notag\\
&=4\pi DR\left(1+\frac{R}{\sqrt{\pi Dt}}\right).
\label{eq:smol}
\end{align}
This is the Smoluchowski rate. I write $k_D=4\pi DR$ for its long-time value and $k_D(t)$ for the whole expression.

\textbf{Q.} A target's area grows as $R^2$. Why is the long-time rate proportional to $R$?

\textbf{A.} At long times \eqref{eq:profile} becomes $c/c_0=1-R/r$, whose slope at the surface is $1/R$. Area times slope gives $R^2/R=R$, at fixed $D$. (For molecules in a liquid $D$ itself falls roughly as the inverse size, so enlarging both partners in proportion leaves $k_D$ nearly unchanged.) The early term does scale with area: it is $4\pi R^2\sqrt{D/(\pi t)}$. The depleted layer, of thickness about $\sqrt{Dt}$, is then thin compared with $R$, and the surface acts as a flat wall.

\textbf{Q.} Your rate is infinite at $t=0$. That looks like a failure.

\textbf{A.} The density jumps at the surface at that instant, so its slope is infinite. The number reacted stays finite, because $t^{-1/2}$ can be integrated:
\begin{equation}
K(t)=\int_0^tk_D(t')\,dt'
=k_D\left(t+2R\sqrt{\frac{t}{\pi D}}\right).
\label{eq:K}
\end{equation}
The infinity should not be taken literally. Fick's law describes motion after many collisions and does not apply at times so short that a particle still remembers its velocity.

\textbf{Q.} How long does the transient last in a liquid?

\textbf{A.} Take round parameters: $D_A=0.8$ and $D_B=1.2~\mathrm{nm^2/ns}$, so $D=2.0~\mathrm{nm^2/ns}$, and $R=0.5$ nm. Nanometres and nanoseconds suit this motion better than atomic units. Then
\begin{equation}
k_D=4\pi(2.0)(0.5)=12.57~\mathrm{nm^3/ns},
\end{equation}
or $7.57\times10^9~\mathrm{L/(mol\,s)}$. The correction $R/\sqrt{\pi Dt}$ falls to $0.1$ at
\begin{equation}
t=\frac{R^2}{\pi D(0.1)^2}=\frac{0.25}{\pi(2.0)(0.01)}=3.98~\mathrm{ns}.
\end{equation}
This is much longer than $R^2/D=0.125$ ns, because the decay follows an inverse square root. At $0.02$ ns the rate is $30.29~\mathrm{nm^3/ns}$; at $2$ ns it is $14.34$, still 14 percent above $k_D$. The numerical check solves \eqref{eq:diff} on a radial grid, without the substitution \eqref{eq:w}, and agrees with these rates to within its tolerance of one part in a thousand.

\section*{First passage and the rate law}

\textbf{Q.} You have computed an average current. Where is the first passage of a single particle?

\textbf{A.} Let $s(r,t)$ be the probability that a B starting at distance $r$ has not touched the sphere by time $t$. Split off a short first interval $\tau$, with displacement $\boldsymbol\xi$. Survival for $t+\tau$ means survival for $t$ from the new position. Away from the surface,
\begin{equation}
s(\mathbf r,t+\tau)=\langle s(\mathbf r+\boldsymbol\xi,t)\rangle
=s(\mathbf r,t)+D\tau\nabla^2s+\cdots .
\end{equation}
The linear term vanishes because $\langle\xi_i\rangle=0$, and $\langle\xi_i\xi_j\rangle=2D\tau\delta_{ij}$ supplies the second term. Dividing by $\tau$ and letting $\tau\to0$ gives $\partial s/\partial t=D\nabla^2s$. For a function of $r$ this is \eqref{eq:diff}. Also $s(r,0)=1$, $s(R,t)=0$, and $s\to1$ far away. These are the conditions on $c/c_0$, so $s=c/c_0$. The probability of having hit is
\begin{equation}
p(r,t)=1-s=\frac Rr\operatorname{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).
\label{eq:p}
\end{equation}

\textbf{Q.} So with unlimited time the particle must hit?

\textbf{A.} No. As $t\to\infty$, $p\to R/r$. From $r=1$ nm the chance is $0.5/1=0.5$; half of such particles never arrive. After 1 ns the formula gives $0.401$. A simulation of 20000 pairs, with both partners moving, gives $0.407$ with a standard error of $0.0035$. The difference is about 1.7 standard errors, a size that sampling scatter can produce.

\textbf{Q.} Now justify calling $k(t)$ a rate coefficient.

\textbf{A.} Put $N=c_0V$ independent B particles uniformly in a large volume $V$ around the fixed A. The chance that a given one has hit by time $t$ is the average of $p$ over its starting point, $V^{-1}\int_R^\infty4\pi r^2p\,dr$, once $V$ extends far beyond the range of $p$. Multiplied by $N$, this is the expected number of arrivals, $c_0K(t)$. So the single-particle chance is $K/V$. A survives if all $N$ miss:
\begin{equation}
S(t)=\left(1-\frac{K(t)}{V}\right)^{c_0V}
\longrightarrow e^{-c_0K(t)}\quad(V\to\infty).
\end{equation}
Differentiation gives $dS/dt=-c_0k_D(t)S$, which is the rate law with a time-dependent coefficient.

\textbf{Q.} Would it hurt to use the constant $k_D$?

\textbf{A.} That depends on the density. By \eqref{eq:K}, the constant overestimates $S$ by the factor $\exp\!\left[2c_0k_DR\sqrt{t/(\pi D)}\right]$. This factor grows with $c_0$ and with time, although its exponent becomes an ever smaller fraction of $c_0k_Dt$. At $t=1/(c_0k_D)$, the typical reaction time, the factor equals $\exp\!\left(4\sqrt{c_0R^3}\right)$, so the error shrinks only as the square root of the density: for $R=0.5$ nm it is still 12 percent at $c_0=0.006~\mathrm{nm^{-3}}$. Take a fixed A, $D=2.0~\mathrm{nm^2/ns}$, $c_0=0.2~\mathrm{nm^{-3}}$ and $t=0.2$ ns. Equation \eqref{eq:K} gives $K=4.755~\mathrm{nm^3}$, so $S=e^{-0.2\times4.755}=0.386$. Without the transient, $S=e^{-0.2\times12.57\times0.2}=0.605$. Simulated paths of many B around the sphere give $0.390$ with standard error $0.011$, which supports the full expression.

The law has its own conditions. If many A are present, B must be in large excess and the depleted regions around different A must not compete for the same particles. Forces between A and B would add a drift term to \eqref{eq:diff}.

\section*{A surface that reacts only sometimes}

\textbf{Q.} Suppose a contact needs an activation step, so that only some contacts react. Surely you cannot keep $c(R,t)=0$.

\textbf{A.} Right. Let the surface consume particles at the rate $k_{\rm act}c(R,t)$. The coefficient $k_{\rm act}$ multiplies the density at contact, not the bulk density. It is a parameter of the surface, not a fixed fraction of contacts: a diffusing particle returns to the surface ever more often as its steps are made shorter, and a walk with time step $\tau$ and small reaction probability $P$ per contact has roughly $k_{\rm act}\approx4\pi R^2P\sqrt{D/(\pi\tau)}$, which grows without limit as $\tau\to0$. Particles that do not react are reflected, so the current arriving equals the number consumed:
\begin{equation}
4\pi R^2D\left.\frac{\partial c}{\partial r}\right|_R=k_{\rm act}\,c(R,t).
\label{eq:rad}
\end{equation}

\textbf{Q.} What does this give when the density has settled?

\textbf{A.} In a steady state $r^2\,\partial c/\partial r$ is constant, so $c=c_0(1-B/r)$ with a constant $B$. The current divided by $c_0$ is $k=4\pi DB=k_DB/R$, hence $B/R=k/k_D$. The reaction side of \eqref{eq:rad} gives
\begin{equation}
k=k_{\rm act}\left(1-\frac BR\right)=k_{\rm act}\left(1-\frac{k}{k_D}\right).
\end{equation}
Divide by $k\,k_{\rm act}$ and move the last term to the left:
\begin{equation}
\frac1k=\frac1{k_D}+\frac1{k_{\rm act}} .
\label{eq:ck}
\end{equation}
This is the Collins-Kimball form. I call its solution $k_{\rm ss}$.

\textbf{Q.} It looks like two resistors in series.

\textbf{A.} It is the same argument: one current passes through both stages, and the density differences add. The drop from bulk to contact is $I/k_D$, and the contact density is $I/k_{\rm act}$; their sum is $c_0$. With $k_{\rm act}=20~\mathrm{nm^3/ns}$,
\begin{equation}
k_{\rm ss}=\frac{12.57\times20}{12.57+20}=7.72~\mathrm{nm^3/ns},
\end{equation}
or $4.65\times10^9~\mathrm{L/(mol\,s)}$. The contact density is $k_{\rm ss}/k_{\rm act}=0.386$ of the bulk value.

The slower stage dominates. For $k_{\rm act}=2~\mathrm{nm^3/ns}$ the rate is $1.73$, near $k_{\rm act}$; for $200$ it is $11.82$, near $k_D$. A value of $200$ is already comparable to the kinetic collision rate $4\pi R^2\sqrt{k_BT/(2\pi\mu)}$, about $280~\mathrm{nm^3/ns}$ for a reduced mass $\mu$ of 50 u at 298 K, so for real molecules the limit $k_{\rm act}\to\infty$ is an idealization. With $k_{\rm act}$ of that size the steady rate is $12.03$ instead of $12.57$, and the time-dependent rate derived below is about $28.2$ at $0.02$ ns, 7 percent under $30.29$.

\section*{The approach to the steady rate}

\textbf{Q.} You assumed that a steady state is reached. Can you show it?

\textbf{A.} Return to \eqref{eq:w} and \eqref{eq:line}, which do not depend on the surface condition. At $x=0$, \eqref{eq:rad} divided by $c_0$ reads
\begin{equation}
k_D\left(\frac wR-\frac{\partial w}{\partial x}\right)
=k_{\rm act}\left(1-\frac wR\right).
\end{equation}
Let $a=k_{\rm act}/k_D$ and $h=(1+a)/R$. Dividing by $k_D$ and collecting $w$ gives $hw-\partial w/\partial x=a$, or
\begin{equation}
w-\frac1h\frac{\partial w}{\partial x}=\frac ah\qquad(x=0).
\end{equation}
Now define $v=w-h^{-1}\partial w/\partial x$ for all $x$. Since \eqref{eq:line} is linear with constant coefficients, $v$ obeys it too. It starts at zero and is held at $a/h$ at the boundary. That is the problem already solved, with $R$ replaced by $a/h$:
\begin{equation}
v=\frac ah\operatorname{erfc}\!\left(\frac xb\right),\qquad b=\sqrt{4Dt}.
\end{equation}

\textbf{Q.} But you need $w$, not $v$.

\textbf{A.} The definition of $v$ is a first-order equation for $w$. Multiplied by $-he^{-hx}$, it becomes $\partial(e^{-hx}w)/\partial x=-he^{-hx}v$. Integrate from $x$ to infinity, where $e^{-hx}w$ vanishes for bounded $w$:
\begin{equation}
w=a\,e^{hx}\int_x^\infty e^{-hy}\operatorname{erfc}\!\left(\frac yb\right)dy .
\end{equation}
Integration by parts turns the integral into
\begin{equation}
\frac{e^{-hx}}h\operatorname{erfc}\!\left(\frac xb\right)
-\frac{2}{hb\sqrt\pi}\int_x^\infty e^{-hy-y^2/b^2}dy .
\end{equation}
Complete the square, $hy+y^2/b^2=(y/b+hb/2)^2-h^2b^2/4$, and use $y/b+hb/2$ as the new variable. With $hb/2=h\sqrt{Dt}$,
\begin{equation}
w=\frac ah\left[\operatorname{erfc}\!\left(\frac xb\right)
-e^{hx+h^2Dt}\operatorname{erfc}\!\left(\frac xb+h\sqrt{Dt}\right)\right].
\end{equation}
This $w$ does obey \eqref{eq:line}: the remainder $g=\partial w/\partial t-D\,\partial^2w/\partial x^2$ satisfies $g-h^{-1}\partial g/\partial x=0$, so $g\propto e^{hx}$, and boundedness makes it zero.

\textbf{Q.} What rate follows?

\textbf{A.} Write $z=h\sqrt{Dt}$ and $E(z)=e^{z^2}\operatorname{erfc}(z)$. At the surface $w(0,t)=(a/h)(1-E)$, and $1/(hR)=1/(1+a)$. The rate is $k_{\rm act}c(R,t)/c_0$:
\begin{align}
k(t)&=k_{\rm act}\left[1-\frac{a}{1+a}(1-E)\right]
=\frac{k_{\rm act}}{1+a}(1+aE)\notag\\
&=k_{\rm ss}\left[1+\frac{k_{\rm act}}{k_D}E\!\left(h\sqrt{Dt}\right)\right],
\label{eq:full}
\end{align}
because $k_{\rm act}/(1+a)=k_{\rm act}k_D/(k_D+k_{\rm act})=k_{\rm ss}$.

To read off the limits, shift the integration variable in $\operatorname{erfc}$ by $z$:
\begin{equation}
E(z)=\frac2{\sqrt\pi}\int_0^\infty e^{-2zu-u^2}du .
\end{equation}
$E$ falls steadily from $E(0)=1$. For large $z$ small $u$ dominates, and $E\approx1/(z\sqrt\pi)$. So $k(0)=k_{\rm ss}(1+a)=k_{\rm act}$: the surface first sees the bulk density, and the infinity is gone. At late times, using $a/(1+a)=k_{\rm ss}/k_D$,
\begin{equation}
k(t)\approx k_{\rm ss}\left(1+\frac{k_{\rm ss}}{k_D}\frac{R}{\sqrt{\pi Dt}}\right).
\label{eq:late}
\end{equation}
The steady state is reached. If $k_{\rm act}\to\infty$ at fixed $t>0$, then $z\to\infty$, $k_{\rm ss}\to k_D$, and \eqref{eq:smol} returns.

In the example, $a=1.59$ and $h=5.18~\mathrm{nm^{-1}}$. The rate is $12.85~\mathrm{nm^3/ns}$ at $0.02$ ns and $8.38$ at $2$ ns, where \eqref{eq:late} gives $8.39$.

\textbf{Q.} Could I skip all this and put $k_D(t)$ into the sum of inverse rates?

\textbf{A.} As an estimate. At $0.02$ ns the sum gives
\begin{equation}
\left(\frac1{30.29}+\frac1{20}\right)^{-1}=12.05~\mathrm{nm^3/ns},
\end{equation}
which is 6 percent below the numerical solution, $12.85$. The gap depends on $k_{\rm act}$ and on time: at worst it is about 1 percent for $k_{\rm act}=2$, about 7 percent for $20$, and about 14 percent for $200~\mathrm{nm^3/ns}$ (near $3\times10^{-4}$ ns).

\textbf{Q.} Why below?

\textbf{A.} The slope \eqref{eq:slope} belongs to a boundary value held constant since $t=0$. Here $W(t)=w(0,t)$ rises from zero, since $E$ falls. By linearity, build $W$ from small steps. A step $dW$ made at $t'$ contributes $dW/\sqrt{\pi D(t-t')}$ to $-\partial w/\partial x$ at the surface, more than the $dW/\sqrt{\pi Dt}$ of a step made at the start. The current is therefore larger than for a constant $W$:
\begin{equation}
k(t)>k_D(t)\frac{W}{R}=k_D(t)\left(1-\frac{k(t)}{k_{\rm act}}\right),
\end{equation}
where the equality uses $k=k_{\rm act}(1-W/R)$. Dividing by $k_D(t)$ and rearranging,
\begin{equation}
k(t)>\left(\frac1{k_D(t)}+\frac1{k_{\rm act}}\right)^{-1}\qquad(t>0).
\end{equation}
As $t\to\infty$, $W$ becomes constant and the two sides meet at the steady rate \eqref{eq:ck}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D_A, D_B, D = 0.8, 1.2, 2.0 nm^2/ns
R = 0.5 nm; k_act = 20.0 nm^3/ns
k_D = 12.5664 nm^3/ns = 7.568e+09 L/(mol s)
steady k = 7.7174 nm^3/ns = 4.648e+09 L/(mol s)
a = k_act/k_D = 1.5915
h = (1+a)/R = 5.1831 1/nm
steady contact density c(R)/c0 = 0.3859
R^2/D = 0.1250 ns
time when R/sqrt(pi D t) = 0.1: 3.979 ns
Absorbing surface, k in nm^3/ns:
  t=0.02 ns: numerical 30.2910, formula 30.2909
  t=0.10 ns: numerical 20.4931, formula 20.4930
  t=0.50 ns: numerical 16.1114, formula 16.1113
  t=2.00 ns: numerical 14.3389, formula 14.3388
Partly reactive surface, k in nm^3/ns:
  t=0.02 ns: numerical 12.8489, formula 12.8488
  t=0.10 ns: numerical 10.4837, formula 10.4837
  t=0.50 ns: numerical 9.0308, formula 9.0308
  t=2.00 ns: numerical 8.3828, formula 8.3828
numerical k at t=1e-5 ns: 19.686 nm^3/ns
late-time form at t=2.00 ns: 8.3859 nm^3/ns
inverse-rate sum at t=0.02 ns: 12.0463 nm^3/ns
  its relative error: -6.25 percent
Steady absorbing, numerical: 12.5691 nm^3/ns
Steady partly reactive, all in nm^3/ns:
  k_act=2: numerical 1.7254, formula 1.7254
  k_act=20: numerical 7.7184, formula 7.7174
  k_act=200: numerical 11.8259, formula 11.8235
Pair started at r=1.0 nm, followed for 1.0 ns:
  hit probability, simulated: 0.4071
  hit probability, formula: 0.4013
  standard error: 0.0035; pairs: 20000
  infinite-time limit R/r: 0.5000
Fixed A, c0=0.2 nm^-3, D=2.0 nm^2/ns, t=0.2 ns:
  integral of k dt: 4.7553 nm^3
  same from summed hit probability: 4.7553 nm^3
  survival, simulated: 0.3900
  survival, formula: 0.3863
  standard error: 0.0109; trials: 2000
  survival if transient is omitted: 0.6049
\end{verbatim}
